**Median first failure of one million independent lognormal elements**

For $N=10^6$ elements with median life $t_{50}$ and logarithmic standard deviation $\sigma=0.3$, the program finds a median first failure at 23.50 percent of $t_{50}$. The result is $t_{50}e^{-\sigma x}$, where $Q(x)=1-2^{-1/N}$ and $Q$ is the upper tail of the standard normal distribution. The program integrates the density of lives up to this time and asserts that the resulting chip survival probability is one half. It also asserts that the analytic tail bounds hold against quadrature and enclose $x$; they place the life ratio between 23.45 and 23.51 percent. A simulation of 200 chips, each with one million separate elements, gives a median ratio of 23.39 percent, within the asserted 2.5 percent relative tolerance. For $t_{50}=50$ years, the output gives a median first failure at 11.75 years and a 4.0 percent chance of failure within 10 years. Further cases show how unequal stress, correlation, weak elements, an incubation time and uncertainty in $\sigma$ change the result.

## Program and output

```python
# Result under test: for N independent lognormal lives with median t50 and
# logarithmic standard deviation sigma, the median first failure is
#     t50 * exp(-sigma*x),  where Q(x) = 1 - 2**(-1/N).
# Q is the upper tail of the standard normal. For N = 1e6 and sigma = 0.3
# the ratio to t50 is near 0.235. Life ratios below are lives divided by t50.
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import ndtr, ndtri

N = 1_000_000
sigma = 0.3
t50_years = 50.0
target_years = 10.0
temperature = 378.0
activation_eV = 0.9
k_eV = constants.k / constants.e
hours_per_year = constants.Julian_year / constants.hour


def normal_density(u):
    return np.exp(-u * u / 2) / np.sqrt(2 * np.pi)


def first_failure_ratio(chance, count=N):
    """Life ratio at which the chance of at least one failure is given."""
    element_chance = -np.expm1(np.log1p(-chance) / count)
    return np.exp(sigma * ndtri(element_chance))


p = -np.expm1(-np.log(2) / N)
x = -ndtri(p)
ratio = first_failure_ratio(0.5)

# Integrate the density of lives in time, then apply the survival law.
def life_density(r):
    return normal_density(np.log(r) / sigma) / (sigma * r)


integrated_chance = quad(life_density, 0.05, ratio,
                         epsabs=0, epsrel=1e-10)[0]
survival = np.exp(N * np.log1p(-integrated_chance))
assert abs(survival - 0.5) < 1e-7
assert abs(ratio - 0.235) < 0.0005
a = np.log(2) / N
assert a - a * a / 2 < p < a

# Check the tail bounds against quadrature over a range of arguments.
for u in (1.5, 2.5, 4.0, x, 5.5):
    tail = quad(normal_density, u, u + 12, epsabs=0, epsrel=1e-10)[0]
    assert normal_density(u) * (1 / u - 1 / u**3) < tail
    assert tail < normal_density(u) / u


def iterate_bound(use_lower_bound):
    values = [5.0]
    for _ in range(12):
        u = values[-1]
        bracket = -np.log(p) - np.log(2 * np.pi) / 2 - np.log(u)
        if use_lower_bound:
            bracket += np.log(1 - 1 / u**2)
        values.append(np.sqrt(2 * bracket))
    return values


upper_steps = iterate_bound(False)
lower_steps = iterate_bound(True)
x_high, x_low = upper_steps[-1], lower_steps[-1]
assert abs(normal_density(x_high) / x_high / p - 1) < 1e-9
assert abs(normal_density(x_low) * (1 / x_low - 1 / x_low**3) / p - 1) < 1e-9
assert x_low < x < x_high

# Simulate whole chips, each with one million separate elements.
rng = np.random.default_rng(12345)
trials = 200
buffer = np.empty(N)
normal_minima = np.empty(trials)
for trial in range(trials):
    rng.standard_normal(out=buffer)
    normal_minima[trial] = buffer.min()
simulated_ratios = np.exp(sigma * normal_minima)
simulated_median = np.median(simulated_ratios)
target_ratio = target_years / t50_years
target_element = ndtr(np.log(target_ratio) / sigma)
target_chance = -np.expm1(N * np.log1p(-target_element))
for chance, life in ((0.1, first_failure_ratio(0.1)), (0.5, ratio),
                     (0.9, first_failure_ratio(0.9)),
                     (target_chance, target_ratio)):
    observed = np.mean(simulated_ratios < life)
    # Four binomial standard errors allow for the finite number of chips.
    assert abs(observed - chance) < 4 * np.sqrt(chance * (1 - chance) / trials)
assert abs(simulated_median / ratio - 1) < 0.025

one_expected_ratio = np.exp(sigma * ndtri(1 / N))
one_expected_chance = -np.expm1(N * np.log1p(-1 / N))


def median_from_cdf(cdf):
    """Median first-failure ratio for any single-element distribution."""
    def imbalance(log_ratio):
        return N * np.log1p(-cdf(np.exp(log_ratio))) + np.log(2)
    return np.exp(brentq(imbalance, -5.0, -0.1, xtol=1e-13))


nodes, weights = np.polynomial.hermite_e.hermegauss(80)
weights = weights / np.sqrt(2 * np.pi)


def mixed_median(log_life_shift):
    return median_from_cdf(
        lambda r: weights @ ndtr((np.log(r) - log_life_shift) / sigma))


# Random differences in temperature and current between elements.
temperature_spread = 2.0
local_temperature = temperature + temperature_spread * nodes
thermal_shift = activation_eV / k_eV * (1 / local_temperature - 1 / temperature)
thermal_ratio = mixed_median(thermal_shift)
thermal_sigma = activation_eV * temperature_spread / (k_eV * temperature**2)
thermal_estimate = np.exp(-x * np.hypot(sigma, thermal_sigma))
assert abs(thermal_ratio / thermal_estimate - 1) < 0.02
current_spread = 0.1
current_ratio = mixed_median(-current_spread * nodes)
assert abs(current_ratio / np.exp(-x * np.hypot(sigma, current_spread)) - 1) < 1e-6

# A uniform temperature rise changes all lives by the same factor.
temperature_rise = 5.0
uniform_factor = np.exp(activation_eV / k_eV
                        * (1 / (temperature + temperature_rise) - 1 / temperature))

# A shared normal variable makes the lives on one chip correlated.
correlation = 0.1


def correlated_survival(z):
    def integrand(g):
        local_z = (z - np.sqrt(correlation) * g) / np.sqrt(1 - correlation)
        return normal_density(g) * np.exp(N * np.log1p(-ndtr(local_z)))
    return quad(integrand, -8, 8, epsabs=1e-10, limit=200)[0]


correlated_z = brentq(lambda z: correlated_survival(z) - 0.5, -7, -3)
correlated_ratio = np.exp(sigma * correlated_z)
shared = rng.standard_normal((500, 1))
correlated_minima = (np.sqrt(correlation) * shared
                     + np.sqrt(1 - correlation) * normal_minima)
# The same 200 simulated minima are reused, so their sampling error remains.
assert abs(np.mean(correlated_minima < correlated_z) - 0.5) < 0.14

# A small weak population and an incubation time alter the early tail.
weak_fraction, weak_median = 1e-5, 0.3
weak_ratio = median_from_cdf(
    lambda r: (1 - weak_fraction) * ndtr(np.log(r) / sigma)
    + weak_fraction * ndtr(np.log(r / weak_median) / sigma))
incubation = 0.1
remaining_sigma = sigma / (1 - incubation)


def delayed_life(z):
    return incubation + (1 - incubation) * np.exp(remaining_sigma * z)


step = 1e-4
slope = (np.log(delayed_life(step)) - np.log(delayed_life(-step))) / (2 * step)
assert abs(slope - sigma) < 1e-6
incubation_ratio = median_from_cdf(
    lambda r: ndtr(np.log(max(r - incubation, 1e-300) / (1 - incubation))
                   / remaining_sigma))
assert abs(incubation_ratio - delayed_life(-x)) < 1e-8

# Estimate how well a finite life test determines sigma.
test_parts = 30
sigma_error = sigma / np.sqrt(2 * (test_parts - 1))
sample_sigmas = rng.normal(0, sigma, (20000, test_parts)).std(axis=1, ddof=1)
assert abs(sample_sigmas.std() / sigma_error - 1) < 0.03
ratio_low = np.exp(-x * (sigma + sigma_error))
ratio_high = np.exp(-x * (sigma - sigma_error))


def show(label, value, unit="(dimensionless)", digits=5):
    print(f"{label}: {value:.{digits}g} {unit}")


show("Number of elements", N, digits=7)
show("Logarithmic standard deviation", sigma)
show("Element failure probability at median first failure", p, digits=7)
show("ln 2 / N", a, digits=7)
show("Minus natural log of p", -np.log(p), digits=8)
for index in range(4):
    show(f"Upper-bound iterate {index}", upper_steps[index], digits=7)
for index in range(4):
    show(f"Lower-bound iterate {index}", lower_steps[index], digits=7)
show("Lower limit on x", x_low, digits=7)
show("Upper limit on x", x_high, digits=7)
show("Normal quantile x", x, digits=7)
show("Lower limit on life ratio", 100 * np.exp(-sigma * x_high), "percent")
show("Upper limit on life ratio", 100 * np.exp(-sigma * x_low), "percent")
show("Median first failure / element median", 100 * ratio, "percent")
show("Survival from integrated density", survival, digits=8)
show("Simulated chips", trials)
show("Simulated median ratio", 100 * simulated_median, "percent", 4)
show("First-failure 10 percent point", 100 * first_failure_ratio(0.1), "percent")
show("First-failure 90 percent point", 100 * first_failure_ratio(0.9), "percent")
show("Ratio when one failure is expected", 100 * one_expected_ratio, "percent")
show("Failure chance at that time", 100 * one_expected_chance, "percent")
show("Median ratio for ten million elements",
     100 * first_failure_ratio(0.5, 10 * N), "percent")
show("Element median life", t50_years, "years")
show("Median first failure", ratio * t50_years, "years")
show("Median first failure converted", ratio * t50_years * hours_per_year, "h")
show("Target life", target_years, "years")
show("Chance of a failure by target life", 100 * target_chance, "percent", 4)
show("Use temperature", temperature, "K")
show("Activation energy", activation_eV, "eV")
show("Random temperature spread", temperature_spread, "K")
show("Added log spread from temperature", thermal_sigma)
show("Median ratio with temperature spread", 100 * thermal_ratio, "percent")
show("Logarithmic current-density spread", current_spread)
show("Median ratio with current spread", 100 * current_ratio, "percent")
show("Uniform temperature rise", temperature_rise, "K")
show("Life factor for uniform rise", uniform_factor)
show("First failure with uniform rise", ratio * t50_years * uniform_factor, "years")
show("Correlation of log lives", correlation)
show("Median ratio with correlation", 100 * correlated_ratio, "percent")
show("Weak fraction", weak_fraction)
show("Weak median / element median", weak_median)
show("Median ratio with weak population", 100 * weak_ratio, "percent")
show("Incubation time / element median", incubation)
show("Median ratio with incubation", 100 * incubation_ratio, "percent")
show("Parts in life test", test_parts)
show("Standard error of sigma", sigma_error)
show("Ratio if sigma is one error higher", 100 * ratio_low, "percent")
show("Ratio if sigma is one error lower", 100 * ratio_high, "percent")
print("finished without a failed check")
```

It prints:

```
Number of elements: 1000000 (dimensionless)
Logarithmic standard deviation: 0.3 (dimensionless)
Element failure probability at median first failure: 6.931469e-07 (dimensionless)
ln 2 / N: 6.931472e-07 (dimensionless)
Minus natural log of p: 14.182024 (dimensionless)
Upper-bound iterate 0: 5 (dimensionless)
Upper-bound iterate 1: 4.827763 (dimensionless)
Upper-bound iterate 2: 4.835019 (dimensionless)
Upper-bound iterate 3: 4.834708 (dimensionless)
Lower-bound iterate 0: 5 (dimensionless)
Lower-bound iterate 1: 4.8193 (dimensionless)
Lower-bound iterate 2: 4.826271 (dimensionless)
Lower-bound iterate 3: 4.825999 (dimensionless)
Lower limit on x: 4.826009 (dimensionless)
Upper limit on x: 4.834721 (dimensionless)
Normal quantile x: 4.826965 (dimensionless)
Lower limit on life ratio: 23.447 percent
Upper limit on life ratio: 23.509 percent
Median first failure / element median: 23.502 percent
Survival from integrated density: 0.5 (dimensionless)
Simulated chips: 200 (dimensionless)
Simulated median ratio: 23.39 percent
First-failure 10 percent point: 21.079 percent
First-failure 90 percent point: 25.294 percent
Ratio when one failure is expected: 24.026 percent
Failure chance at that time: 63.212 percent
Median ratio for ten million elements: 20.595 percent
Element median life: 50 years
Median first failure: 11.751 years
Median first failure converted: 1.0301e+05 h
Target life: 10 years
Chance of a failure by target life: 3.971 percent
Use temperature: 378 K
Activation energy: 0.9 eV
Random temperature spread: 2 K
Added log spread from temperature: 0.14619 (dimensionless)
Median ratio with temperature spread: 20.051 percent
Logarithmic current-density spread: 0.1 (dimensionless)
Median ratio with current spread: 21.731 percent
Uniform temperature rise: 5 K
Life factor for uniform rise: 0.69719 (dimensionless)
First failure with uniform rise: 8.1926 years
Correlation of log lives: 0.1 (dimensionless)
Median ratio with correlation: 25.146 percent
Weak fraction: 1e-05 (dimensionless)
Weak median / element median: 0.3 (dimensionless)
Median ratio with weak population: 19.159 percent
Incubation time / element median: 0.1 (dimensionless)
Median ratio with incubation: 28.008 percent
Parts in life test: 30 (dimensionless)
Standard error of sigma: 0.039392 (dimensionless)
Ratio if sigma is one error higher: 19.432 percent
Ratio if sigma is one error lower: 28.424 percent
finished without a failed check
```
